When two wafers spontaneously close a long-wavelength flatness gap, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: THE ENERGY OF A PARTLY CLOSED GAP

1. What scaling fixes

Two wafers are laid together. Their facing surfaces are not quite flat, so a gap of height h and wavelength λ remains between them. Closing it costs bending energy and gains adhesion energy. Let k = 2π/λ, let D* be the bending stiffness of the pair, in joules, and let W be the energy gained per unit area of interface formed.

In linear plate theory every deflection is proportional to h, and the natural unit of length along the wafer is 1/k. A curvature is therefore hk² times a pure number. Bending energy per area is stiffness times curvature squared, so it is D*h²k⁴ times a pure number. Adhesion energy per area is W times a pure number. If a strip of half-width a has already bonded, these numbers can depend on a through the product ka, but on nothing else. The shape of the whole energy landscape is then set by one ratio,

D*h²k⁴/W.

Any critical height must correspond to a particular value of this ratio. Hence

h_crit = C √(W/D*)/k²,

where C is a pure number. Doubling the wavelength raises the critical height fourfold. Scaling cannot supply C, and C depends on the question asked. One question is whether the closed state has lower energy than the open state. Another is whether the bond can spread from the first contact to complete closure with the energy falling all the way. The second question decides spontaneous closure, and its C is smaller.

2. The model and its conventions

Let x run along the wafers, perpendicular to the ripple. Before any bonding the wafers are free of stress and the gap is

g(x) = (h/2)(1 − cos kx).

It vanishes at x = 0, ±λ, ±2λ and so on. These are the crest lines, where the wafers touch. The largest gap is h, halfway between crests. Thus h is the full height of the gap, twice the amplitude of its cosine. Nothing varies along the crests.

The derivatives needed below are

g′(x) = (hk/2) sin kx,
g″(x) = (hk²/2) cos kx.

W is the work of adhesion: the energy released when unit area of both surfaces is replaced by unit area of bonded interface. If the two surfaces have equal surface energy γ and the bonded interface has negligible energy, W = 2γ. In general the interface energy must be subtracted.

The assumptions are these:

- Slopes are small, the wafers are linearly elastic, and the wavelength is long compared with the thickness.
- Adhesion acts at contact. Its range is negligible compared with the gap height.
- No external load, trapped gas or particle acts on the wafers, and no energy is dissipated at the bond front.
- Bonding starts at the crests, and the bonded strip has the same width at every crest.

The last assumption selects a family of paths. The result says whether the energy falls along this family, which is the natural one for wafers that first touch along their crests.

3. Bending energy of one wafer

Let ζ be the height measured from the mid-plane of a wafer of thickness t. If the mid-plane acquires a curvature κ, the fibre at height ζ acquires the strain ε = −ζκ. The crest direction is long, so the strain along it is zero. Call that direction y. Hooke's law with negligible stress through the thickness gives

0 = (σ_y − νσ_x)/E, so σ_y = νσ_x,

ε = (σ_x − νσ_y)/E = (1 − ν²)σ_x/E.

Thus σ_x = E′ε, with the plate modulus E′ = E/(1 − ν²). The stress along y does no work because the strain along y vanishes. The elastic energy per unit area of wafer is

∫ ½E′ε² dζ = ½E′κ² ∫ ζ² dζ, with ζ from −t/2 to t/2.

The last integral is t³/12. Therefore

energy per area = ½Dκ², D = E′t³/12.

Here κ is the change of curvature from the stress-free shape. The original ripple stores no energy, however it is divided between the two wafers.

4. How the two wafers share the closure

Let w₁ be the downward displacement of the upper wafer and w₂ the upward displacement of the lower one. Their sum

u = w₁ + w₂

is the amount by which the gap is reduced. The gap that remains is g − u. It must be zero where the wafers are bonded and must not be negative anywhere.

For a given u, the division between w₁ and w₂ is still free. Allow for the moment different stiffnesses D₁ and D₂. The energy density is

½D₁w₁″² + ½D₂(u″ − w₁″)².

Setting its derivative with respect to w₁″ to zero gives

D₁w₁″ − D₂(u″ − w₁″) = 0,

w₁″ = D₂u″/(D₁ + D₂), w₂″ = D₁u″/(D₁ + D₂).

The density is a convex quadratic in w₁″, so this is its minimum. The displacement w₁ = D₂u/(D₁ + D₂) achieves it at every x at once. A rigid motion may be added without cost. Inserting these curvatures,

½u″² [D₁D₂² + D₂D₁²]/(D₁ + D₂)² = ½u″² D₁D₂/(D₁ + D₂).

The pair therefore behaves as one plate with

D* = D₁D₂/(D₁ + D₂).

The compliances 1/D₁ and 1/D₂ add, as for springs in series. Identical wafers have D* = D/2, and each supplies half of the closure.

There is a condition hidden in this result. Bending also moves a surface sideways. A point at height ζ moves by −ζ times the slope of the upward displacement. The upward displacement of the upper wafer is −w₁, and its bonding face lies at ζ = −t₁/2, so that face moves sideways by −t₁w₁′/2. The bonding face of the lower wafer lies at ζ = +t₂/2 and moves by −t₂w₂′/2. For identical wafers w₁′ = w₂′, so the faces move together and the interface carries no shear. For unequal wafers the two movements generally differ. A bond that forbids slip then stores additional energy, and D* above holds only if the faces can slip. From here on the wafers are identical.

5. Energy of complete closure

When the gap is closed everywhere, u = g. The bending energy averaged over one wavelength is

½D* ⟨g″²⟩ = ½D* (hk²/2)² ⟨cos² kx⟩.

The mean of cos² is ½, so

mean bending energy = ½ · ¼ · ½ · D*h²k⁴ = D*h²k⁴/16.

The open state, with contact along lines of zero width, has neither bending nor adhesion energy. The closed state has the lower energy if D*h²k⁴/16 < W, that is, if

h < h_E = 4√(W/D*)/k².

This is the energetic limit. To show the material parameters, insert D* = E′t³/24 and k = 2π/λ:

h_E = (λ²/π²) √(24W/(E′t³)).

The comparison involves the two end states alone. It says nothing about the energy between them, so the partly closed states must be found.

6. Shape of the partly closed gap

Suppose the strips |x| < a around each crest have bonded. There u = g. Between two neighbouring strips, for a < x < λ − a, the wafers are free. Let

y = x − λ/2, ℓ = λ/2 − a,

so that the free part runs from y = −ℓ to y = ℓ.

At the edges u must equal g, since the wafers do not tear. The slope u′ must also be continuous: a kink is a finite change of slope in zero length, and its bending energy would be infinite. The curvature need not be continuous.

Inside the free part u minimises ½D*∫u″² dy. Change u by a small δu which vanishes together with its slope at both ends. Two integrations by parts give

δ(½D*∫u″² dy) = D*∫u″δu″ dy = D*∫u″″δu dy,

because both boundary terms vanish. Hence u″″ = 0, and u is a cubic in y:

u = A + By² + Cy + Qy³.

The edge heights are equal and the edge slopes are opposite, because g is symmetric about y = 0. The odd part Cy + Qy³ must therefore vanish at y = ℓ together with its derivative:

Cℓ + Qℓ³ = 0, C + 3Qℓ² = 0.

Dividing the first equation by ℓ and subtracting it from the second gives 2Qℓ² = 0. So Q = 0 and then C = 0. The free part is a parabola with constant curvature 2B.

The slope at the left edge, y = −ℓ, fixes B:

−2Bℓ = g′(a), so u″ = 2B = −g′(a)/ℓ.

The sign has a simple meaning. Leaving a bonded strip, u still rises with slope g′(a). By symmetry its slope must reach zero at the middle, so the free part bends back.

7. The remaining gap is not negative

The calculation has not yet enforced the rule that wafers cannot overlap. Define

θ = kℓ = π − ka, η = ky.

Since kx = π + η, the original gap is g = (h/2)(1 + cos η). At the edge it equals (h/2)(1 + cos θ), and g′(a) = (hk/2) sin θ. The parabola through the edge is

u = g(a) + B(y² − ℓ²).

With B = −g′(a)/(2ℓ), y = η/k and ℓ = θ/k, its second term becomes

B(y² − ℓ²) = (hk/2) sin θ · (k/(2θ)) · (θ² − η²)/k²
= (h/2)(sin θ/(2θ))(θ² − η²).

The remaining gap r = g − u is therefore

r = (h/2)[cos η − cos θ − (sin θ/(2θ))(θ² − η²)].

It vanishes at η = θ. Its derivative is

dr/dη = (h/2)[−sin η + η sin θ/θ]
= −(h/2) η [sin η/η − sin θ/θ].

The function sin η/η decreases on (0, π). Its derivative is (η cos η − sin η)/η², and the numerator starts at zero and has derivative −η sin η < 0. So for 0 < η < θ the last bracket is positive and r falls steadily towards zero at the edge. By symmetry r is positive throughout the free part. The parabola is an admissible shape, and it remains the minimum when overlap is forbidden.

8. Total energy and the condition at the front

Consider one period and unit length along the crest. The bonded strip has width 2a and the free part has length 2ℓ. Their bending energies are

½D* · 2∫₀ᵃ g″² dx = D*∫₀ᵃ g″² dx,

½D* · 2ℓ · [g′(a)/ℓ]² = D*g′(a)²/ℓ.

Subtracting the adhesion energy of the bonded width,

U(a) = D*[∫₀ᵃ g″² dx + g′(a)²/ℓ] − 2Wa.

U is an energy per length of crest, in J/m. Since ℓ = λ/2 − a, dℓ/da = −1 and d(1/ℓ)/da = 1/ℓ². Differentiation gives

dU/da = D*[g″(a)² + 2g′(a)g″(a)/ℓ + g′(a)²/ℓ²] − 2W.

The three bending terms form a perfect square:

dU/da = D*[g″(a) + g′(a)/ℓ]² − 2W.

The bracket is the curvature just inside the bond, g″(a), minus the curvature just outside it, −g′(a)/ℓ. Each period has two fronts. The balance at one of them is therefore

½D*(jump of curvature)² = W.

The front advances with falling energy when the left side is smaller than W.

For the cosine gap, g″(a) = (hk²/2) cos(π − θ) = −(hk²/2) cos θ, while g′(a)/ℓ = (hk/2) sin θ · k/θ. Therefore

dU/da = D*(hk²/2)² F(θ)² − 2W,

F(θ) = sin θ/θ − cos θ.

As the bonded strip grows, θ falls from π, where the wafers touch along lines, to zero, where the gap is closed. The question of spontaneous closure has become a question about the largest value of F on this interval.


SECOND HALF: BARRIERS, NUMBERS AND LIMITS

9. Symbols and results carried over

The original gap is g = (h/2)(1 − cos kx), with k = 2π/λ. Each of the two identical wafers has thickness t, plate modulus E′ = E/(1 − ν²) and stiffness D = E′t³/12. The pair has stiffness D* = D/2. W is the work of adhesion per area. A strip of half-width a has bonded at each crest, and θ = π − ka. U is the energy per period and per length of crest. The first half gave

h_E = 4√(W/D*)/k²,

dU/da = D*(hk²/2)² F² − 2W, F(θ) = sin θ/θ − cos θ.

Closure lowers the energy if h < h_E. The front moves with falling energy where dU/da < 0.

10. The largest resistance along the path

Define h₀ as the height at which dU/da = 0 for F = 1:

D*h₀²k⁴/4 = 2W, so h₀ = 2√(2W/D*)/k².

For any other height, dU/da < 0 is equivalent to

F(θ) < h₀/h,

because F is positive on the interval. Indeed θF = sin θ − θ cos θ starts at zero and has derivative θ sin θ > 0.

At first contact θ = π and F = 1. Near complete closure θ is small, and

F ≈ (1 − θ²/6) − (1 − θ²/2) = θ²/3,

which tends to zero. To see what happens between, write

F′(θ) = N(θ)/θ², N = (θ² − 1) sin θ + θ cos θ.

Differentiating N,

N′ = 2θ sin θ + (θ² − 1) cos θ + cos θ − θ sin θ
= θ(sin θ + θ cos θ).

The factor M = sin θ + θ cos θ is positive up to π/2. Between π/2 and π its derivative 2 cos θ − θ sin θ is negative, and M falls from 1 to −π, crossing zero once. So N rises from N(0) = 0 and then falls to N(π) = −π. It has one zero inside the interval, and F has one maximum there. Numerically,

F_max = 1.0631 at θ = 2.7437.

Complete closure without a barrier requires F_max < h₀/h. This gives the spontaneous limit

h_S = h₀/F_max = 2√(2W/D*)/(F_max k²).

Its ratio to the energetic limit is a pure number:

h_S/h_E = √2/(2F_max) = 0.665.

When equal strips grow from all crests together, a ripple must therefore be about one third lower than the energy comparison allows if it is to close by itself. The number belongs to this family of paths. A single front whose next crest merely rests on the other wafer, without bonding, meets a larger resistance, and the ratio is then about 0.62.

The rise of F above 1 can be traced near first contact. With s = ka = π − θ,

F = sin s/(π − s) + cos s ≈ 1 + s/π

to first order in s. The edge of a wider strip has a greater slope, and the free part must bend back to remove it. This adds to the curvature jump at first order, whereas the curvature of the gap itself decreases only at second order.

For equal strips growing from all crests, the plate model gives a spontaneous limit h_S about one third below the energetic limit h_E. What remains is to describe the behaviour in each range of height, find the barrier, work through an example, and examine the effects of thickness, finite wavelength, loads and losses.
